# Self-sputtering gain and runaway in a magnetron discharge

## Three currents from one formula

A magnetron target receives argon ions at a current density of 0.20 A/cm². Each ejects 1.8 target atoms on average. If half of the ejected atoms are ionised, the model below gives a total ion current density at the target of 0.62 A/cm², 3.1 times the argon current. If the ionised fraction is 0.7 instead, with everything else held fixed, the factor is 45. At a fraction of 0.8 the same formula gives −7.4, which cannot be a ratio of ion currents.

The cause is recycling. Some ejected atoms are ionised, fall back on the target and eject further atoms. The task is to find the gain from this loop, the point at which it diverges, and what replaces the formula beyond that point.

## Quantities and assumptions

Let $J_g$ be the current density of gas ions striking the target, $J_m$ that of returning metal ions, and $J=J_g+J_m$. Electrons emitted by the target are not counted in $J$. Four numbers describe the loop:

- $G$ is the mean number of atoms ejected by one gas ion.
- $Y$ is the mean number ejected by one returning metal ion.
- $a$ is the probability that an ejected atom is ionised.
- $b$ is the probability that an atom, once ionised, returns to the target.

Because $b$ is conditional on ionisation, an ejected atom returns as an ion with probability $ab$. A neutral atom that drifts back merely redeposits: it carries no charge and is taken to eject nothing.

All ions are singly charged for now, so ratios of currents equal ratios of ion numbers. The four numbers are constant in time, uniform over the target and independent of the current. $J_g$ includes every gas ion that strikes, whether or not that gas atom has struck before.

The worked example uses $a=0.5$, $b=0.7$, $G=1.8$ and $Y=2.0$. These are round values, roughly typical of high-power impulse magnetron sputtering of a high-yield metal in argon.

## Counting the generations

Follow one gas ion. It ejects $G$ atoms on average, of which $aG$ are ionised and $abG$ return. This is the first metal generation:

$$n_1=abG .$$

Each returning metal ion ejects $Y$ atoms, and each of these returns as an ion with probability $ab$. One metal ion is therefore followed by $abY$ metal ions on average. With

$$x=abY,\qquad n_{k+1}=x\,n_k,\qquad n_k=abG\,x^{k-1}.$$

Only mean yields enter. If $N$ ions strike and each has mean yield $Y$ whatever the value of $N$, the mean number of ejected atoms is $Y$ times the mean of $N$. The spread of the yield about its mean drops out.

The first $K$ metal generations add up to $abG\,S_K$, where

$$S_K=1+x+\dots+x^{K-1}.$$

Multiply by $x$ and subtract. All terms cancel except the first of one sum and the last of the other:

$$S_K-xS_K=1-x^K\quad\Rightarrow\quad S_K=\frac{1-x^K}{1-x}\qquad(x\neq1).$$

For $0\le x<1$, $x^K\to0$ as $K$ grows. Hence $J_m/J_g=abG/(1-x)$, and adding the gas ion itself gives

$$\boxed{M=\frac{J}{J_g}=1+\frac{abG}{1-abY}},\qquad abY<1 .$$

The factor $M$ multiplies the gas-ion current, not a total that already contains recycled metal.

In the example $ab=0.35$, so $abG=0.63$ and $x=0.70$. The second generation is $0.70\times0.63=0.441$. Five metal generations bring the sum to 2.75, and the full sum is

$$M=1+\frac{0.63}{1-0.70}=3.10 .$$

The metal-ion current density is $2.10\times0.20=0.42$ A/cm², which with the gas ions makes 0.62 A/cm².

Random collision histories with these parameters give $3.088\pm0.006$ for Poisson-distributed yields and $3.104\pm0.007$ for geometrically distributed yields, the uncertainties being one standard error. The first lies 2.2 standard errors below 3.10 (before rounding) and the second within one. Both are compatible with a mean that does not depend on the yield distribution.

## Why a balance equation is not enough

In a steady state the returning metal current must reproduce itself:

$$J_m=ab\,(GJ_g+YJ_m).$$

Moving the term in $J_m$ to the left gives $(1-abY)J_m=abGJ_g$, and division gives the same result as the sum. But the balance assumes that a steady state exists. It can be solved for $x>1$ too, and then returns a negative current. The sum shows what goes wrong: for $x>1$ each generation is larger than the one before, and the total has no limit.

For $a=0.8$ one has $x=0.8\times0.7\times2.0=1.12$. Each metal generation is 12% larger than its predecessor. The value $M=-7.4$ is the solution of a balance that the discharge, started without metal ions, never reaches.

## The divergence

Since $abG=xG/Y$, and $x/(1-x)=1/(1-x)-1$,

$$M=1+\frac{G}{Y}\,\frac{x}{1-x}
=1-\frac{G}{Y}+\frac{G}{Y}\,\frac{1}{1-x}.$$

The gas yield $G$ sets the strength of the divergence but not its position. The position is $x=1$, or at fixed $b$ and $Y$

$$a_c=\frac{1}{bY}=\frac{1}{0.7\times2.0}=0.714 .$$

As $a$ cannot exceed one, runaway can be reached by raising $a$ only if $bY\ge1$. A target with $Y<1$ cannot reach it in this model, however well its atoms are ionised.

The steepness near $a_c$ follows from the quotient rule:

$$\frac{\partial M}{\partial a}
=\frac{bG(1-abY)+abG\,bY}{(1-abY)^2}
=\frac{bG}{(1-abY)^2}.$$

The two terms containing $ab^2GY$ cancel. The slope grows as the inverse square of the distance from threshold. This is why $M$ rises from 3.1 at $a=0.5$ to 5.7 at $a=0.6$ and 45 at $a=0.7$.

Two simpler limits help in reading the formula. For $x\ll1$ the later generations are negligible and $M\approx1+abG$. For $G=Y$ gas and metal ions are equally effective, and $M=1/(1-x)$.

What diverges depends on what is held fixed. At fixed $J_g>0$, with $G>0$, the total current diverges as $x\to1$ from below. If the power supply fixes $J$ instead, nothing diverges. The required gas current is $J_g=J/M$, so the gas share $1/M$ falls towards zero: it is 0.32 at $a=0.5$, 0.17 at $a=0.6$ and 0.02 at $a=0.7$. At $x=1$ the balance with $J_g=0$ reads $J_m=J_m$. Any metal current then sustains itself without gas, and this linear model does not determine its size.

## Where the sputtered atoms go

When recycling raises the ion current, the deposition rate need not rise in the same proportion. Per gas ion, the number of atoms ejected is $G$ from the gas ion plus $Y$ from each of the $M-1$ metal ions:

$$S=G+Y\frac{abG}{1-x}
=G\,\frac{(1-x)+x}{1-x}=\frac{G}{1-x}.$$

In the example $S=1.8/0.30=6.0$. If all neutrals escape, the fraction leaving the target region is $1-ab=0.65$, which is 3.9 atoms per gas ion. Divided by the 3.1 ions that strike the target, this is 1.26 escaping atoms per ion. Without ionisation it would be $G=1.8$. At the same total ion current, recycling has thus lowered the escaping flux by 30%.

In general the number escaping per target ion is

$$\frac{(1-ab)S}{M}=\frac{(1-ab)G}{1-abY+abG}=\frac{(1-ab)G}{1-ab(Y-G)} .$$

The denominator is positive below threshold. For $ab>0$ the ratio is less than $G$ when $1-ab<1-ab(Y-G)$, that is, when $Y-G<1$. The example has $Y-G=0.2$. At threshold $abY=1$, the ratio becomes $(1-ab)/(ab)=Y-1$: of the $Y$ atoms ejected by each metal ion, one must return to maintain the current.

The escaping flux is also less ionised than the ejected atoms were. Ionised atoms escape with probability $a(1-b)=0.15$, and all atoms with probability $1-ab=0.65$. The ionised share is $0.15/0.65=0.23$, although half of the ejected atoms were ionised.

## Build-up in time

A pulse may end before many generations have passed. Let $n$ be the number of atoms in flight per unit target area, whether neutral or ionised. Suppose that flights end at the rate $n/\tau$, so that flight times are exponentially distributed with mean $\tau$, and that the flight time does not depend on the atom's fate. A fraction $ab$ of flights ends as ion impacts on the target. With $e$ the elementary charge,

$$J_m=e\,ab\,\frac{n}{\tau},\qquad
\frac{dn}{dt}=\frac{GJ_g+YJ_m}{e}-\frac{n}{\tau}.$$

Multiply the second equation by $e\,ab$. The left side becomes $\tau\,dJ_m/dt$ and the last term becomes $-J_m$:

$$\tau\frac{dJ_m}{dt}=abGJ_g-(1-x)J_m .$$

For $x\neq1$ the right side vanishes at $J_*=abGJ_g/(1-x)$. The difference $u=J_m-J_*$ obeys $\tau\,du/dt=-(1-x)u$, so it varies as $e^{-(1-x)t/\tau}$. If $J_g$ is switched on at $t=0$ with no metal in flight, $u(0)=-J_*$ and

$$J_m(t)=\frac{abGJ_g}{1-x}\left[1-e^{-(1-x)t/\tau}\right].$$

Below threshold the current settles in the time $\tau/(1-x)$. At $x=1$ the differential equation gives linear growth, $J_m=abGJ_gt/\tau$. Above threshold both $1-x$ and the bracket are negative, so $J_m$ is positive and grows, eventually exponentially with time constant $\tau/(x-1)$. The negative $J_*$ is now a stationary point from which the solution moves away.

Take $\tau=10$ µs and a pulse of 100 µs. For $a=0.5$ the settling time is $10/0.30=33$ µs. The metal current at the end of the pulse is $1-e^{-3}=0.95$ of its steady value, or 0.40 A/cm². For $a=0.7$, $1-x=0.02$ and settling takes fifty flight times. The pulse lasts ten, so the steady factor of 45 is not reached.

For $a=0.8$ the growth time is $10/0.12=83$ µs, and

$$J_m=\frac{0.8\times0.7\times1.8\times0.20}{0.12}\,(e^{1.2}-1)=3.9\ \text{A/cm}^2$$

at the end of the pulse. Runaway therefore means continued growth, not an infinite current at once. The value 3.9 A/cm² assumes that the voltage, the gas current and all probabilities stay constant during that growth. It also depends on the exponential distribution of flight times: with the same mean but a narrow spread, the current at the end of the pulse would be about 3.3 A/cm².

## What the simple loop leaves out

**Repeated use of gas.** Suppose that a gas ion, neutralised at the target, is ionised again and returns with probability $w$. Then $J_g=J_{\text{first}}(1+w+w^2+\dots)=J_{\text{first}}/(1-w)$, where $J_{\text{first}}$ counts first impacts. The gain relative to first impacts is $M/(1-w)$. For $w=0.3$ it is 4.4, and $J_g=0.20$ A/cm² needs only 0.14 A/cm² of first-time ions. The ratio $J/J_g$ stays at 3.1.

**Double charge.** Let a fraction $d$ of the returning metal ions be doubly charged, with yield $Y_2$. The mean yield is $\bar Y=(1-d)Y+dY_2$, and the mean charge is $(1-d)+2d=1+d$ elementary charges. The number $n_m$ of returning ions per gas ion obeys $n_m=ab(G+\bar Yn_m)$, so

$$M_2=1+(1+d)\frac{abG}{1-ab\bar Y}.$$

A doubly charged ion gains twice the energy. With the rough estimate that yield varies as the square root of energy, $Y_2=2.83$. For $d=0.1$ this gives $M_2=3.56$, an increase of 15% over 3.10.

**Voltage.** The same yield estimate multiplies $G$ and $Y$ by $\sqrt{0.9}$ when the voltage falls by 10%. With $J_g$, $a$ and $b$ held fixed, $M$ falls from 3.10 to 2.78. The size of this change depends on how close the loop is to threshold. It also depends on the yield law: empirical yield fits for copper near 600 eV rise somewhat faster than the square root, roughly as $E^{0.7}$, which gives about 2.7 here and about 3.6 for $M_2$.

**Emitted electrons.** With 0.1 electron per gas ion and none per singly charged metal ion, the discharge current density is $1.1\times0.20+0.42=0.64$ A/cm². At 600 V the power density is 384 W/cm².

**Gas supply.** In a gas of pressure $p$, temperature $T$ and atomic mass $m$, the one-way thermal flux is the density $p/(k_BT)$ times $\sqrt{k_BT/(2\pi m)}$, or $p/\sqrt{2\pi mk_BT}$. For argon at 10 mTorr and 300 K, one charge per atom makes this equivalent to 0.51 A/cm². The gas-ion current would use 39% of that supply if every ion were a fresh atom. At 600 K and the same pressure it would use 55%. Depletion of the gas is therefore not a small effect, and a constant $J_g$ is an idealisation.

**Scattering.** With a rough cross-section of 0.3 nm², the free path of a sputtered atom in argon at 300 K is about 1 cm. Atoms of several eV see a smaller cross-section and travel closer to 1.5–2 cm. If a tenth of the atoms that remain neutral are scattered back and redeposit, the escaping number falls from 3.9 to $6.0\,(0.65-0.5\times0.1)=3.6$ per gas ion. $M$ is unchanged, since $a$ and $b$ are held fixed.

## The example beside a real discharge

High-power impulse discharges typically run at several hundred volts and a few to some tens of mTorr, in pulses of tens to hundreds of microseconds. Their peak power densities are roughly from some hundred W/cm² to several kW/cm². The example lies towards the lower end of that power range; its other settings are ordinary. A sensitive assumption is that $a$ and $b$ are independent of the current; at given yields $M$ depends on them only through the product $ab$. A denser plasma is expected to ionise more of the sputtered atoms, while changes in the electric field near the target alter $b$. A rise of $a$ from 0.5 to 0.6 at fixed $b$ and yields moves $M$ from 3.1 to 5.7, a larger shift than any correction to $J/J_g$ estimated above. For $abY<1$, the formula thus gives the steady gain once $a$, $b$ and the two yields are known for the operating point; it does not predict that point, nor does $abY<1$ guarantee that the point is stable once $a$ depends on the current. Differentiating the right side of the build-up equation with $a=a(J)$ at fixed $J_g$ gives the condition $x+b\,(GJ_g+YJ_m)\,da/dJ<1$. In the example $GJ_g+YJ_m=1.2$ A/cm², so $da/dJ$ must stay below $0.30/(0.7\times1.2)=0.36$ per A/cm². A law $a=1-e^{-cJ}$ with $a=0.5$ at 0.62 A/cm² has slope 0.56 and violates it. The threshold $x=1$ is therefore a property of the model with constant $a$ and $b$. In a pulse that starts without metal ions, with $J_g$, $a$, $b$ and the yields constant, $J/J_g$ stays below the steady value. If $J_g$ falls during the pulse because the gas is depleted, the metal current lags behind and the ratio can exceed it: for $J_g$ decaying towards half its value from 30 µs on, with a time constant of 30 µs, the example reaches about 3.4. The numerical output below lists the main values used here.

## Numbers as computed

```
ionisation probability a = 0.50
return probability b = 0.70
gas-ion yield G = 1.80 atoms/ion
self-sputter yield Y = 2.00 atoms/ion
gas-ion current density = 0.200 A/cm2
first returning generation abG = 0.630 per gas ion
second returning generation = 0.441 per gas ion
cycle factor abY = 0.700
sum through five metal generations = 2.747
ion-current multiplier M = 3.100
simulated M, poisson yields = 3.088 +/- 0.006
simulated M, geometric yields = 3.104 +/- 0.007
metal-ion current density = 0.420 A/cm2
total ion current density = 0.620 A/cm2
critical ionisation probability = 0.714
a = 0.3: M = 1.652, gas share = 0.605
a = 0.6: M = 5.725, gas share = 0.175
a = 0.7: M = 45.100, gas share = 0.022
gas share at a = 0.5: 0.323
sputtered atoms per gas ion = 6.000
escaping atoms per gas ion = 3.900
escaping atoms per target ion = 1.258
ionised share of escaping flux = 0.231
mean flight time = 10.0 us
pulse length = 100.0 us
settling time = 33.3 us
metal current at pulse end = 0.399 A/cm2
pulse-end / steady metal current = 0.950
above runaway: a = 0.80, abY = 1.120
above runaway: formula M = -7.400 (invalid)
above runaway: growth time = 83.3 us
above runaway: pulse-end metal = 3.898 A/cm2
argon pressure = 10.0 mTorr
argon supply limit at 300 K = 0.514 A/cm2
gas-ion draw / supply at 300 K = 0.389
argon supply limit at 600 K = 0.364 A/cm2
gas-ion draw / supply at 600 K = 0.550
gas return probability w = 0.30
M relative to first-time gas ions = 4.429
first-time gas current = 0.140 A/cm2
doubly charged fraction of returning ions = 0.10
doubly charged ion yield = 2.828 atoms/ion
M with double charge = 3.557
M with voltage lowered by 10 percent = 2.779
electron yield per gas ion = 0.10
discharge current density = 0.640 A/cm2
target voltage = 600 V
discharge power density = 384.0 W/cm2
scattering cross-section = 0.30 nm2
sputtered-atom free path at 300 K = 1.04 cm
neutral redeposition probability = 0.10
escaping atoms with redeposition = 3.600 per gas ion
```
